# Temperature-dependent conductance of a spinless Luttinger liquid with one impurity, part 2

A single-channel wire of interacting spinless electrons contains one defect, and we ask how its linear conductance \(G\) depends on temperature \(T\). Units are \(\hbar=k_B=1\), and \(G\) is quoted in units of \(e^2/h=e^2/2\pi\). Below the cutoff \(\omega_c\) the clean wire is

\[ H_0=\frac{v}{2\pi}\int dx\,\Big[K(\partial_x\theta)^2+\frac1K(\partial_x\phi)^2\Big],\qquad [\phi(x),\partial_{x'}\theta(x')]=i\pi\delta(x-x'). \tag{1}\]

Here \(v\) is the sound velocity, \(K<1\) means repulsion, the density is \(-\partial_x\phi/\pi\), and \(I=e\dot\phi(0)/\pi\). The operator \(e^{i\theta}\) removes one particle. A weak backscatterer, or a link between half wires 1 (left) and 2 (right), adds

\[ H_B=\lambda\big(e^{2i\phi(0)}+e^{-2i\phi(0)}\big),\qquad H_T=-t'\big(e^{i(\theta_1-\theta_2)}+e^{-i(\theta_1-\theta_2)}\big). \tag{2}\]

The second-order results to be derived are

\[ G=K-K^2\Big(\frac{2\pi\lambda}{\omega_c}\Big)^2F_K(T),\qquad G=\Big(\frac{2\pi t'}{\omega_c}\Big)^2F_{1/K}(T) \tag{4}\]

with

\[ F_\Delta(T)=\Big(\frac{2\pi T}{\omega_c}\Big)^{2\Delta-2}\frac{\Gamma(\Delta)^2}{\Gamma(2\Delta)}, \tag{3}\]

A force \(F\) on \(\phi(0)\), and a voltage \(V\) across the clean wire, give

\[ \eta\,\dot\phi(0)=F,\qquad \eta=\frac{2}{\pi K}. \tag{6}\]

\[ 2\dot\phi=KeV,\qquad I_0=\frac{e\dot\phi}{\pi}=K\frac{e^2}{2\pi}V. \tag{7}\]

Both perturbations have the form \(e^{i\chi}+\text{h.c.}\) with \(\chi\) Gaussian and \(e^{i\chi}\) of scaling dimension \(\Delta\):

\[ \Delta_B=K,\qquad\Delta_T=\frac1K. \tag{8}\]

Processes with \(n\) particles have \(\Delta=n^2K\) or \(n^2/K\). With \(\kappa=T/\omega_c\), the correlator \(C(t)=\langle e^{i\chi(t)}e^{-i\chi(0)}\rangle\) is

\[ C(t)=(1+i\omega_ct)^{-2\Delta}\left[\frac{\Gamma(1+\kappa+iTt)\,\Gamma(1+\kappa-iTt)}{\Gamma(1+\kappa)^2}\right]^{2\Delta}. \tag{10}\]

Its spectrum \(P(E)=(2\pi)^{-1}\int dt\,e^{iEt}C(t)\) follows for \(\kappa\ll1\) from

\[ \int_{-\infty}^\infty\frac{e^{i\alpha u}\,du}{\cosh^{2\Delta}u}=2^{2\Delta-1}\int_0^\infty\frac{w^{\Delta+i\alpha/2-1}}{(1+w)^{2\Delta}}dw=2^{2\Delta-1}\frac{|\Gamma(\Delta+i\alpha/2)|^2}{\Gamma(2\Delta)}, \tag{13}\]

\[ P(E)=\frac{(2\pi\kappa)^{2\Delta-1}}{2\pi\omega_c}\,e^{E/2T}\,\frac{|\Gamma(\Delta+iE/2\pi T)|^2}{\Gamma(2\Delta)}. \tag{14}\]

In this limit \(2P'(0)=F_\Delta/\omega_c^2\).

## A.5 The current to second order

Both problems have the form \(H'=a(Ae^{iEt}+A^\dagger e^{-iEt})\) in the interaction picture, with \(A=e^{i\chi}\) evolving under the unbiased \(H_0\). Define the rate operator \(\hat R=ia(Ae^{iEt}-A^\dagger e^{-iEt})\). The Kubo formula gives \(R=\langle\hat R(t)\rangle=-i\int_{-\infty}^tdt_1\langle[\hat R(t),H'(t_1)]\rangle\). With \(s=t-t_1\), only terms with one \(A\) and one \(A^\dagger\) survive. The symmetry \(\chi\to-\chi\) of the Gaussian state gives \(\langle A^\dagger(s)A(0)\rangle=C(s)\), and time translation gives \(\langle A^\dagger(0)A(s)\rangle=C(-s)\), so both commutators equal \(C(s)-C(-s)\):

\[ R=a^2\int_0^\infty ds\,(e^{iEs}-e^{-iEs})\,[C(s)-C(-s)]. \]

The prefactor is \((-i)(i)a^2=a^2\). The products \(e^{iEs}C(s)\) and \(e^{-iEs}C(-s)\) together cover the whole time axis and give \(2\pi P(E)\), and the other two give \(-2\pi P(-E)\). Hence

\[ R=2\pi a^2[P(E)-P(-E)]\;\to\;2\pi a^2\,\frac{F_\Delta}{\omega_c^2}\,E\qquad(E\ll T), \tag{16}\]

the golden-rule rate of forward minus backward events.

For the link let \(N\) count particles on the right and take \(A=e^{i(\theta_2-\theta_1)}\), so \([A,N]=A\), and \(a=-t'\). The bias enters as \(-eVN\), with \(V\) the drop across the link, and gives \(A\) the phase \(e^{ieVt}\), so \(E=eV\). The particle current is \(\dot N=i[H_T,N]=ia(A-A^\dagger)=\hat R\). Klein factors appear only as \(AA^\dagger\) at this order and give unity. Then \(I=eR=2\pi t'^2e^2VF_{1/K}/\omega_c^2\), and dividing by \(Ve^2/2\pi\) yields the second result in (4).

For the backscatterer the shift \(\phi\to\phi+KeVt/2\) removes the driving force of (7), so \(A=e^{2i\phi}\), \(a=\lambda\) and \(E=KeV\). The impurity exerts the force \(F_B=-\partial H_B/\partial\phi=-2i\lambda(Ae^{iEt}-\text{h.c.})=-2\hat R\). By (6), \(\delta\dot\phi=-2R/\eta=-\pi KR\), and

\[ I=K\frac{e^2}{2\pi}V-KeR, \tag{17}\]

which holds to all orders in \(\lambda\) when \(R\) is the full average. One factor \(K\) comes from the charge \(Ke\) missing from the transmitted current per event and one from the drive \(E=KeV\). Inserting (16) gives \(\delta I=-K^2\,2\pi\lambda^2e^2VF_K/\omega_c^2\), the first result in (4).

Two limits check the prefactors. At \(K=1\), \(F_1=1\). The free correlator of \(\psi_R^\dagger\psi_L\) is \((2\pi ivt)^{-2}\) and that of \(e^{2i\phi}\) is \((i\omega_ct)^{-2}\), so \(\psi_R^\dagger\psi_L=(\omega_c/2\pi v)e^{2i\phi}\). A potential with Fourier component \(V_{2k_F}\) has \(2\pi\lambda/\omega_c=V_{2k_F}/v\), and (4) gives \(G=1-|V_{2k_F}/v|^2\), the Born reflection probability. For \(K\ne1\) only the combinations \(\lambda^2\omega_c^{-2K}\) and \(t'^2\omega_c^{-2/K}\) enter (4), and another cutoff function rescales them. The exponents do not depend on the cutoff, while amplitudes must be matched to the microscopic model.

As \(K\to0\), \(\Gamma(K)^2/\Gamma(2K)\to2/K\) and \((2\pi\kappa)^{2K}\to1\), so \(\delta G/K\to2\lambda^2/T^2\). In this limit \(C(t)\) decays at the rate \(2\pi KT\ll T\), the relevant modes are classical, and (6) becomes the Langevin equation \(\eta\dot\phi=F+4\lambda\sin2\phi+\xi\) with thermal noise \(\xi\). For \(x=2\phi\) the diffusion constant is \(4T/\eta\). Measuring time in its inverse gives the drift \(f+u\sin x\) with \(f=F/2T\) and \(u=2\lambda/T\). In the steady state the flux \((f+u\sin x)p-p'\) is constant. For \(p=\sum_np_ne^{inx}\), \(p_0=1\), this requires \((f-in)p_n+(u/2i)(p_{n-1}-p_{n+1})=0\) for \(n\neq0\). To first order in \(u\), \(p_{\pm1}=\mp u/[2i(f\mp i)]\), so \(\langle\sin x\rangle=(p_{-1}-p_1)/2i=-uf/[2(1+f^2)]\). The mean velocity \(f+u\langle\sin x\rangle\) falls by the fraction \(u^2/2=2\lambda^2/T^2\) at small \(f\), which agrees with (4) and would not with another power of \(K\) in the prefactor. Solving the full recursion at \(\lambda/T=0.01\) gives a loss of \(1.9998\times10^{-4}\), against \(2.0000\times10^{-4}\) from (4).

For \(T\ll E\ll\omega_c\), Stirling's formula \(|\Gamma(\Delta+iy)|^2\simeq2\pi y^{2\Delta-1}e^{-\pi y}\) turns (14) into \(E^{2\Delta-1}/[\Gamma(2\Delta)\omega_c^{2\Delta}]\), so the voltage replaces the temperature and \(R/V\propto V^{2\Delta-2}\).

## A.6 Flow, stability and what "any impurity" means

Equation (4) depends on temperature through the effective couplings \(\lambda(l)=\lambda e^{(1-K)l}\) and \(t'(l)=t'e^{(1-1/K)l}\), with \(l=\ln(\omega_c/2\pi T)\). To leading order in each coupling,

\[ \frac{d\lambda}{dl}=(1-K)\lambda,\qquad\frac{dt'}{dl}=\Big(1-\frac1K\Big)t'. \tag{18}\]

For \(K<1\) backscattering grows on cooling. Second order holds while \(\delta G\ll K\) and fails near the crossover scale \(T^*\) defined by \(\delta G(T^*)=K\); from the power law, \(T^*=T\,[\delta G(T)/K]^{1/(2-2K)}\). The link shrinks on cooling, and so does every multi-particle transfer, since \(n^2/K>1\). The cut wire is therefore stable, and the power law in the second formula of (4) becomes more accurate as \(T\to0\). Its prefactor keeps a relative correction, expected to be of order \((2\pi t'/\omega_c)^2\), because virtual transfers at energies near the cutoff renormalize \(t'\) by a factor that does not depend on temperature. For \(K>1\) the roles are exchanged: all \(n^2K>1\), the intact wire is stable, and single-particle tunnelling grows.

A general weak impurity produces \(\sum_n(\lambda_ne^{2in\phi}+\text{h.c.})\), together with terms that contain gradients of \(\phi\), where \(\lambda_1\) is the full amplitude left after states above \(\omega_c\) are eliminated. A vanishing Born amplitude does not make it vanish. Take free fermions on a chain with hopping 1 at half filling, \(k_F=\pi/2\), and equal site energies \(\epsilon\) on sites 0 and 1, so \(V_{2k_F}=\epsilon(1+e^{i\pi})=0\). At zero energy \(\psi_{j+1}=\epsilon_j\psi_j-\psi_{j-1}\). With \(\psi_j=i^j+r(-i)^j\) for \(j\le0\) and \(\psi_j=\tau i^j\) for \(j\ge1\), site 1 gives \(1+r=\tau(1+i\epsilon)\) and site 0 gives \(i\tau=\epsilon(1+r)+i(1-r)\). Eliminating \(r\) yields \(\tau=2i/(2i-2\epsilon-i\epsilon^2)\) and \(|\tau|^2=4/(4+\epsilon^4)\), so a reflection amplitude of order \(\epsilon^2\) is present.

The full \(\lambda_1\) can still be tuned to zero. It is complex, which means two conditions in general. If the impurity is symmetric under \(x\to-x\), the density is even and \(\phi\to-\phi\), so all \(\lambda_n\) are real and one gate voltage suffices. Two kinds of term remain. The process \(n=2\) has \(\Delta=4K\) and for weak scatterers grows only if \(K<1/4\). Gradient terms such as \(\partial_x\phi(0)\cos2\phi(0)\), which is even under the reflection, have \(\Delta=1+K\), since the density adds one unit, and always shrink on cooling. For \(K>1/3\) they give the leading correction, \(\delta G\propto T^{2K}\); for free fermions this is the \(T^2\) law of a reflection amplitude that vanishes linearly in energy at the resonance. A weak symmetric scatterer on resonance thus leaves a wire with \(1/4<K<1\) conducting. This is dimension counting based on (8) and (18), and the program does not test it.

Equation (18) says nothing about couplings of order one. It shows that for \(K<1\) the intact wire is unstable and the cut wire stable, and the simplest flow connects them.

## A.7 The full crossover at \(K=1/2\)

At \(\Delta=1/2\), for \(|t|\gg1/\omega_c\) and \(\kappa\to0\), (10) with \(|\Gamma(1+iy)|^2=\pi y/\sinh\pi y\) becomes \(\pi\kappa/(i\sinh\pi Tt)\). A free chiral fermion with \(H=-i\int\psi^\dagger\partial_x\psi\) and unit velocity has \(\langle\psi(t)\psi^\dagger(0)\rangle=\int(d\varepsilon/2\pi)e^{-i\varepsilon t}[1-f(\varepsilon)]=T/(2i\sinh\pi Tt)\), with \(f\) the Fermi function. The ratio is \(2\pi/\omega_c\). The higher correlators match as well. In imaginary time the Gaussian average of vertex operators with charges \(\sigma_j=\pm1\) is proportional to \(\prod_{i<j}|\sin\pi T(\tau_i-\tau_j)|^{\sigma_i\sigma_j}\). By Cauchy's determinant identity, the Wick determinant of the fermion is the same product without absolute values. A Majorana operator \(\gamma=\gamma^\dagger\), \(\gamma^2=1\), anticommuting with \(\psi\), has the time-ordered correlator \(\prod_{i<j}\operatorname{sgn}(\tau_i-\tau_j)\) and restores them. In the scaling limit, therefore,

\[ e^{-2i\phi}=\sqrt{2\pi/\omega_c}\;\gamma\psi(0),\qquad H_B=\tilde\lambda\,[\gamma\psi(0)+\psi^\dagger(0)\gamma],\qquad\tilde\lambda^2=\frac{2\pi\lambda^2}{\omega_c}. \tag{19}\]

The drive makes \(\psi\propto e^{-iKeVt}\), so the incoming fermions have chemical potential \(\mu=eV/2\). The fermion number obeys \(\dot N_\psi=i[H_B,N_\psi]=i\tilde\lambda(\gamma\psi-\psi^\dagger\gamma)=-\hat R\), so \(R\) is the rate at which fermions are lost.

Write \(\psi=(\eta_1+i\eta_2)/\sqrt2\) with Hermitian fields, \(\{\eta_a(x),\eta_b(x')\}=\delta_{ab}\delta(x-x')\). Then \(H_B=\tilde\lambda\gamma(\psi-\psi^\dagger)=i\sqrt2\tilde\lambda\gamma\eta_2(0)\), and \(\eta_1\) is free. Using \([\gamma,\gamma\eta_2]=2\eta_2\) and \([\eta_2(x),\gamma\eta_2(0)]=-\gamma\delta(x)\), the Heisenberg equations are

\[ \dot\gamma=2\sqrt2\,\tilde\lambda\,\eta_2(0),\qquad(\partial_t+\partial_x)\eta_2=-\sqrt2\,\tilde\lambda\,\gamma\,\delta(x). \]

Let \(\eta_\pm\) be the values just after and before the origin and take \(\eta_2(0)=(\eta_++\eta_-)/2\), a prescription checked on a lattice below. At energy \(\varepsilon\), \(-i\varepsilon\gamma=\sqrt2\tilde\lambda(\eta_++\eta_-)\) and \(\eta_+-\eta_-=-\sqrt2\tilde\lambda\gamma\). Eliminating \(\gamma\) gives \(\eta_+-\eta_-=(\varepsilon_B/i\varepsilon)(\eta_++\eta_-)\), so

\[ \eta_+=S\eta_-,\qquad S=\frac{\varepsilon-i\varepsilon_B}{\varepsilon+i\varepsilon_B},\qquad\varepsilon_B=2\tilde\lambda^2=\frac{4\pi\lambda^2}{\omega_c}. \tag{20}\]

Recombining, \(\psi_{\rm out}=\tfrac12(1+S)\psi_{\rm in}+\tfrac12(1-S)\psi^\dagger_{\rm in}\). A particle leaves as a hole with probability \(P_h=|1-S|^2/4=\varepsilon_B^2/(\varepsilon^2+\varepsilon_B^2)\). The outgoing occupation is \((1-P_h)f(\varepsilon-\mu)+P_h[1-f(-\varepsilon-\mu)]\), and \(1-f(-\varepsilon-\mu)=f(\varepsilon+\mu)\), so

\[ R=\int\frac{d\varepsilon}{2\pi}P_h\,[f(\varepsilon-\mu)-f(\varepsilon+\mu)]\to\frac{eV}{2\pi}\langle P_h\rangle,\qquad\langle\cdots\rangle=\int d\varepsilon\,(-f')\cdots. \]

Equation (17) then gives \(G=\tfrac12(1-\langle P_h\rangle)\). To do the average, write \(P_h=\varepsilon_B\int_0^\infty ds\,e^{-\varepsilon_Bs}\cos\varepsilon s\). Since \(-f'=[4T\cosh^2(\varepsilon/2T)]^{-1}\), (13) at \(\Delta=1\) gives \(\langle\cos\varepsilon s\rangle=\pi Ts/\sinh\pi Ts\). Expanding \(1/\sinh y=2\sum_{n\ge0}e^{-(2n+1)y}\) and integrating term by term, \(\langle P_h\rangle=2\pi T\varepsilon_B\sum_n[\varepsilon_B+(2n+1)\pi T]^{-2}\). With the trigamma function \(\psi_1(z)=\sum_{n\ge0}(z+n)^{-2}\),

\[ G=\tfrac12\big[1-x\,\psi_1(\tfrac12+x)\big],\qquad x=\frac{\varepsilon_B}{2\pi T}. \tag{21}\]

With \(\varepsilon=Tz\) the thermal weight no longer depends on \(T\), and \(1-P_h=z^2/(z^2+\varepsilon_B^2/T^2)\) increases with \(T\) at each \(z\). So \(G\) falls monotonically from \(1/2\) to 0 on cooling for every \(\lambda\ne0\), with no plateau that would signal an intermediate fixed point.

For \(T\gg\varepsilon_B\), \(\psi_1(\tfrac12)=4\sum(2n+1)^{-2}=\pi^2/2\) gives the deficit \(\pi\varepsilon_B/8T\). Equation (4) at \(K=1/2\) gives \(\tfrac14(2\pi\lambda/\omega_c)^2\pi\,\omega_c/(2\pi T)=\pi^2\lambda^2/(2\omega_cT)\), the same number by (20). The next term follows from \(\psi_1'(\tfrac12)=-16\sum(2n+1)^{-3}=-14\zeta(3)\) and lowers the deficit by the fraction \(28\zeta(3)x/\pi^2\). For \(T\ll\varepsilon_B\), expanding \(y/\sinh y=1-y^2/6+7y^4/360\) gives \(\langle\varepsilon^2\rangle=\pi^2T^2/3\) and \(\langle\varepsilon^4\rangle=7\pi^4T^4/15\), so

\[ G\simeq\frac{\pi^2T^2}{6\varepsilon_B^2}\Big[1-\frac{7\pi^2T^2}{5\varepsilon_B^2}\Big]. \tag{22}\]

The power is \(2/K-2=2\). A weak backscatterer has turned into a weak link.

The program tests (20) and (21) on a semi-infinite chain with hopping 1 whose end site is coupled by \(g(\gamma c_1+c_1^\dagger\gamma)\), \(g=0.01\). The end density of states at the band centre is \(1/\pi\), against \(1/2\pi\) for the chiral field, so \(\tilde\lambda^2=2g^2\) and \(\varepsilon_B=4g^2\). The hole probability is \(\Gamma_\varepsilon^2|\mathcal G_{eh}|^2\) from the \(3\times3\) Bogoliubov–de Gennes Green function, with lead self-energy \(\Sigma=(\varepsilon-i\Gamma_\varepsilon)/2\) and \(\Gamma_\varepsilon=\sqrt{4-\varepsilon^2}\).

| \(T/\varepsilon_B\) | \(G\) lattice | \(G\) from (21) |
|---|---|---|
| 0.01 | 1.6420×10⁻⁴ | 1.6427×10⁻⁴ |
| 0.02 | 6.5412×10⁻⁴ | 6.5438×10⁻⁴ |
| 0.1 | 0.014652 | 0.014657 |
| 0.5 | 0.14651 | 0.14654 |
| 2 | 0.34679 | 0.34681 |
| 10 | 0.46276 | 0.46277 |
| 50 | 0.49223 | 0.49223 |

The low-temperature lattice values lie below (21) by about \(4\times10^{-4}\) of their size. On the lattice the Majorana propagator is \(1/(\varepsilon-4g^2\Sigma)\), whose denominator has real part \(\varepsilon(1-2g^2)\), and this lowers \(1-P_h\) by the fraction \(4g^2\). The slope between the first two rows is 1.9941, and (22) predicts a shift of \(-(7\pi^2/5)(0.02^2-0.01^2)/\ln2\approx-0.006\) from 2. At \(T=50\,\varepsilon_B\) the lattice deficit is \(7.771\times10^{-3}\), about 1% below the second-order value \(7.854\times10^{-3}\), the size of the \(\zeta(3)\) term. The lattice test checks the scattering solution; the step (19) is checked through this agreement with (4), whose amplitude was obtained from the boson.

The second-order conductances (4) are now derived, and at \(K=1/2\) the full crossover from a weak backscatterer to a weak link is solved in the scaling limit. What remains is the effect of finite length and Fermi-liquid leads, the comparison with an interacting lattice model, and a worked example.

Numbers in the example were calculated in double precision.
